# X-ray transmission of a silicon wafer: high-energy asymptotics and linewidth scattering: a numerical check

```python
"""X-ray transmission of a silicon wafer and its effect on linewidth scattering.

Result under test: T = exp(-n sigma t), with n the atomic density, sigma the
photoabsorption cross section per atom and t the thickness.  For the K shell,
sigma_K = (64 pi^2 alpha/3) Zs^6/omega^4 * exp(-4 nu arccot nu)
          / (1-exp(-2 pi nu)), nu = Zs/k, k^2 = 2 omega - Zs^2,
in atomic units (Zs: screened charge, omega: photon energy).  A numerical
Hartree-Slater atom gives all shells.  A weak grating diffracts the fraction
[phi sin(pi m w/p)/(pi m)]^2 into order m (phi: phase, w: width, p: pitch).
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def codata(name):
    return const.physical_constants[name][0]


HARTREE_KEV = codata("Hartree energy in eV") / 1000
BOHR = codata("Bohr radius")
ALPHA = const.fine_structure
R_E = codata("classical electron radius")
BARN = 1e-28
A0_SQ_BARN = BOHR**2 / BARN
THOMSON_BARN = codata("Thomson cross section") / BARN
LATTICE = codata("lattice parameter of silicon")
MC2_KEV = const.m_e * const.c**2 / const.e / 1000

Z = 14
H = 0.001                                  # radial step, bohr
R = H * np.arange(1, 14001)
# (angular momentum, index within that l, electrons)
SHELLS = [(0, 0, 2), (0, 1, 2), (0, 2, 2), (1, 0, 6), (1, 1, 2)]


def solve_atom(slater):
    """Self-consistent central field; slater scales the exchange potential."""
    screen = (Z - 1 - (Z - 1) / (1 + Z**(1 / 3) * R)**2) / R
    old = np.zeros(len(SHELLS))
    off = np.full(len(R) - 1, -0.5 / H**2)
    for _ in range(80):
        states = {}
        for l in (0, 1):
            diag = 1 / H**2 + l * (l + 1) / (2 * R**2) - Z / R + screen
            states[l] = eigh_tridiagonal(diag, off, select="i",
                                         select_range=(0, 2 - l))
        energy = np.array([states[l][0][i] for l, i, _ in SHELLS])
        orbital = [states[l][1][:, i] / np.sqrt(H) for l, i, _ in SHELLS]
        dens = sum(s[2] * p**2 for s, p in zip(SHELLS, orbital))
        inner = H * (np.cumsum(dens) - dens / 2)
        shell = dens / R
        outer = H * (np.cumsum(shell[::-1])[::-1] - shell / 2)
        hartree = inner / R + outer
        exchange = -1.5 * slater * (3 * dens / (4 * np.pi**2 * R**2))**(1 / 3)
        change = np.max(np.abs(energy - old))
        if change < 1e-5:
            break
        old = energy
        screen = 0.6 * screen + 0.4 * (hartree + exchange)
    assert change < 1e-5
    # Virial theorem for the self-consistent Slater-exchange energy.
    occ = np.array([s[2] for s in SHELLS])
    kinetic = occ @ energy - H * np.sum(dens * (-Z / R + screen))
    potential = H * np.sum(dens * (-Z / R + hartree / 2 + 0.75 * exchange))
    virial = -potential / kinetic
    assert abs(virial - 2) < 4e-3
    return dict(energy=energy, orbital=orbital, dens=dens, screen=screen,
                virial=virial)


def continuum(energy, l, charge, screen):
    """Numerov wave, normalised per hartree of energy."""
    g = 2 * (energy + charge / R - screen) - l * (l + 1) / R**2
    c = 1 + H**2 * g / 12
    a1 = -charge / (l + 1)
    a2 = (-2 * charge * a1 - 2 * (energy - screen[0])) / (2 * (2 * l + 3))
    start = R[:2]**(l + 1) * (1 + a1 * R[:2] + a2 * R[:2]**2)
    y0, y1 = (start * c[:2]).tolist()
    wave = [y0, y1]
    for factor in (12 / c[1:-1] - 10).tolist():
        y0, y1 = y1, factor * y1 - y0
        wave.append(y1)
    wave = np.array(wave) / c
    gap = int(round(np.pi / 2 / (np.sqrt(g[-1]) * H)))
    k_mid = np.sqrt(np.mean(g[-gap - 1:]))
    phase = k_mid * gap * H
    p1, p2 = wave[-1 - gap], wave[-1]
    amp = np.sqrt(p1**2 + p2**2 - 2 * p1 * p2 * np.cos(phase)) / np.sin(phase)
    return wave * np.sqrt(2 / (np.pi * k_mid)) / abs(amp)


def absorption(kev, atom):
    """Subshell cross sections in barn: length form and acceleration form."""
    omega = kev / HARTREE_KEV
    force = Z / R**2 + np.gradient(atom["screen"], H)
    result = np.zeros((2, len(SHELLS)))
    for j, (l, _, occ) in enumerate(SHELLS):
        p = atom["orbital"][j]
        for lf in (l - 1, l + 1):
            if lf < 0:
                continue
            f = continuum(omega + atom["energy"][j], lf, Z, atom["screen"])
            elements = np.array([H * np.sum(p * R * f),
                                 H * np.sum(p * force * f) / omega**2])
            result[:, j] += (4 * np.pi**2 * ALPHA / 3 * omega * occ
                             / (2 * l + 1) * max(l, lf) * elements**2)
    return result * A0_SQ_BARN


def k_shell_formula(kev, charge):
    omega = kev / HARTREE_KEV
    k = np.sqrt(2 * omega - charge**2)
    nu = charge / k
    factor = np.exp(-4 * nu * np.arctan(1 / nu)) / (1 - np.exp(-2 * np.pi * nu))
    sigma = 64 * np.pi**2 * ALPHA / 3 * charge**6 / omega**4 * factor
    return sigma * A0_SQ_BARN, omega, k, nu, factor


def coherent(kev, dens):
    """Elastic scattering of an isolated atom, barn."""
    cosine, weight = np.polynomial.legendre.leggauss(60)
    q = 2 * kev / HARTREE_KEV * ALPHA * np.sqrt((1 - cosine) / 2)
    form = np.array([H * np.sum(dens * np.sinc(x * R / np.pi)) for x in q])
    return (np.pi * R_E**2 / BARN
            * np.sum(weight * (1 + cosine**2) * form**2))


# Wafer, grating and beam
thickness = 775e-6
density = 8 / LATTICE**3
column = density * thickness * BARN        # atoms per barn
pitch, width, height = 32e-9, 12e-9, 100e-9
flux, wanted = 1e7, 1e4
charge_k = Z - 0.3
low, high = 8.0, 17.5

# K-shell formula against direct radial integration in a Coulomb field
bound = 2 * charge_k**1.5 * R * np.exp(-charge_k * R)
for kev in (low, high):
    omega = kev / HARTREE_KEV
    f = continuum(omega - charge_k**2 / 2, 1, charge_k, np.zeros_like(R))
    direct = (8 * np.pi**2 * ALPHA / 3 * omega
              * (H * np.sum(bound * R * f))**2 * A0_SQ_BARN)
    assert abs(direct / k_shell_formula(kev, charge_k)[0] - 1) < 5e-3

atom = solve_atom(1.0)
other = solve_atom(2 / 3)
scan = [8.0, 10.0, 12.0, 14.0, 16.0, 17.5, 20.0, 22.0, 24.0, 28.0, 33.0, 40.0]
table = {e: absorption(e, atom) for e in scan}
total = {e: table[e][0].sum() for e in scan}
trans = {e: np.exp(-column * total[e]) for e in scan}
for e in (low, high):
    assert abs(table[e][1, 0] / table[e][0, 0] - 1) < 0.01
    assert abs(table[e][1].sum() / total[e] - 1) < 0.01
    slices = 10**6
    assert abs((1 - column * total[e] / slices)**slices / trans[e] - 1) < 1e-3

# Density at the nucleus as a guide to the other s shells
contact = [(atom["orbital"][j][0] / R[0])**2 for j in range(3)]
s_ratio = (contact[1] + contact[2]) / contact[0]
actual_ratio = table[high][0, 1:3].sum() / table[high][0, 0]
assert abs(actual_ratio / s_ratio - 1) < 0.3
hand = {e: k_shell_formula(e, charge_k)[0] * (1 + s_ratio) for e in (low, high)}
for e in (low, high):
    assert abs(k_shell_formula(e, charge_k)[0] / table[e][0, 0] - 1) < 0.10
    assert abs(hand[e] / total[e] - 1) < 0.12

# Best energy: direct search against the stationary condition
log_sigma = CubicSpline(np.log(scan), np.log([total[e] for e in scan]))


def merit(e):
    return np.exp(-column * np.exp(log_sigma(np.log(e)))) / e**2


def stationary(e):
    x = np.log(e)
    return -column * np.exp(log_sigma(x)) * log_sigma(x, 1) - 2


fine = np.linspace(8, 40, 32001)
best = fine[np.argmax(merit(fine))]
assert abs(best - brentq(stationary, 10, 38)) < 0.01
slope = -np.log(total[high] / total[low]) / np.log(high / low)

# Grating orders against a direct Fourier sum
wavelength, phase, orders = {}, {}, {}
x = (np.arange(3200) + 0.5) / 3200
for e in (low, high):
    wavelength[e] = const.h * const.c / (e * 1000 * const.e)
    phase[e] = R_E * wavelength[e] * Z * density * height
    orders[e] = [(phase[e] * np.sin(np.pi * m * width / pitch)
                  / (np.pi * m))**2 for m in (1, 2)]
    field = np.exp(1j * phase[e] * (x < width / pitch))
    for m in (1, 2):
        exact = abs(np.mean(field * np.exp(-2j * np.pi * m * x)))**2
        assert abs(orders[e][m - 1] / exact - 1) < 2e-3
rate = {e: flux * trans[e] * orders[e][1] for e in (low, high)}
gain = rate[high] / rate[low]
assert gain > 1000

# Width error for the wanted number of second-order counts
ratio = np.cos(np.pi * width / pitch)**2
rel_error = np.sqrt((1 + ratio) / wanted)
width_error = pitch / (2 * np.pi) / np.tan(np.pi * width / pitch) * rel_error
edges = [pitch / np.pi * np.arccos(np.sqrt(ratio * (1 + s * rel_error)))
         for s in (-1, 1)]
assert abs((edges[0] - edges[1]) / 2 / width_error - 1) < 0.01

# Neglected effects
assert abs(coherent(0.001, atom["dens"]) / (Z**2 * THOMSON_BARN) - 1) < 2e-3
leak = 1e-4 * trans[24.0] / trans[low]

print(f"Wafer thickness: {thickness*1e6:.0f} um")
print(f"Si lattice parameter: {LATTICE*1e9:.5f} nm")
print(f"Atomic density: {density*1e-6:.4e} cm^-3")
print(f"Atoms per area n t: {column:.5e} barn^-1")
print(f"Screened K charge Zs: {charge_k:.1f} (no unit)")
print(f"Model 1s eigenvalue: {atom['energy'][0]*HARTREE_KEV:.3f} keV")
print(f"Virial ratio -V/T: {atom['virial']:.5f} (no unit)")
print(f"s density at nucleus, (2s+3s)/1s: {s_ratio:.4f} (no unit)")
print(f"s cross sections, (2s+3s)/1s, 17.5 keV: {actual_ratio:.4f} (no unit)")
for e in (low, high):
    sk, omega, k, nu, factor = k_shell_formula(e, charge_k)
    s = table[e][0]
    scatter = coherent(e, atom["dens"])
    t_scatter = trans[e] * np.exp(-column * (scatter + Z * THOMSON_BARN))
    t_other = np.exp(-column * absorption(e, other)[0].sum())
    beta2 = 2 * (e + atom["energy"][0] * HARTREE_KEV) / MC2_KEV
    print(f"--- {e:.1f} keV: omega {omega:.2f} Ha, k {k:.3f} bohr^-1, "
          f"nu {nu:.4f}, Coulomb factor {factor:.5f}")
    print(f"K formula: {sk:.1f} barn; K numerical: {s[0]:.1f} barn")
    print(f"Hand total: {hand[e]:.1f} barn; "
          f"hand T: {np.exp(-column*hand[e]):.3e}")
    print(f"Numerical total: {total[e]:.1f} barn; "
          f"K share {100*s[0]/total[e]:.1f} %, "
          f"L share {100*(s[1]+s[3])/total[e]:.1f} %")
    print(f"Attenuation length: {thickness*1e6/(column*total[e]):.1f} um; "
          f"n sigma t: {column*total[e]:.3f}")
    print(f"MAIN transmission T: {trans[e]:.3e} = {100*trans[e]:.3g} %")
    print(f"T at 60 degree tilt: {trans[e]**2:.3e}")
    print(f"T with weaker (2/3) exchange: {t_other:.3e}")
    print(f"Coherent: {scatter:.2f} barn; Compton bound: "
          f"{Z*THOMSON_BARN:.2f} barn; T with both: {t_scatter:.3e}")
    print(f"(v/c)^2 scale: {100*beta2:.2f} %; T factor if sigma shifts so: "
          f"{np.exp(column*total[e]*beta2):.3f}")
    print(f"Wavelength: {wavelength[e]*1e9:.5f} nm; "
          f"line phase: {phase[e]:.5f} rad")
    print(f"Order efficiencies 1, 2: {orders[e][0]:.3e}, {orders[e][1]:.3e}")
    print(f"Second-order rate: {rate[e]:.3e} s^-1; "
          f"time for counts: {wanted/rate[e]:.3e} s "
          f"= {wanted/rate[e]/86400:.3g} days")
print("--- Comparison and grating")
print(f"Transmission ratio 17.5/8.0 keV: {trans[high]/trans[low]:.3e}")
print(f"Diffraction efficiency ratio: {orders[high][1]/orders[low][1]:.4f}")
print(f"Net signal gain: {gain:.3e}")
print(f"Mean power q in sigma ~ E^-q: {slope:.3f}")
print(f"Best energy for E^-2 T: {best:.2f} keV")
print(f"Signal at 17.5 keV relative to best: {merit(high)/merit(best):.3f}")
print(f"Pitch, width, height: {pitch*1e9:.0f}, {width*1e9:.0f}, "
      f"{height*1e9:.0f} nm")
print(f"Incident flux: {flux:.1e} s^-1; wanted counts: {wanted:.0f}")
print(f"Order ratio I2/I1: {ratio:.4f}; its error: {100*rel_error:.2f} %")
print(f"Statistical width error: {width_error*1e9:.4f} nm")
print(f"T at 24 keV: {trans[24.0]:.4f}")
print(f"Transmitted 24/8 keV photons, 1e-4 harmonic at entry: {leak:.2f}")
print("checks complete")
```

It prints:

```
Wafer thickness: 775 um
Si lattice parameter: 0.54310 nm
Atomic density: 4.9940e+22 cm^-3
Atoms per area n t: 3.87032e-03 barn^-1
Screened K charge Zs: 13.7 (no unit)
Model 1s eigenvalue: -1.822 keV
Virial ratio -V/T: 2.00007 (no unit)
s density at nucleus, (2s+3s)/1s: 0.0785 (no unit)
s cross sections, (2s+3s)/1s, 17.5 keV: 0.0732 (no unit)
--- 8.0 keV: omega 293.99 Ha, k 20.007 bohr^-1, nu 0.6847, Coulomb factor 0.07106
K formula: 2705.9 barn; K numerical: 2747.6 barn
Hand total: 2918.3 barn; hand T: 1.244e-05
Numerical total: 2966.7 barn; K share 92.6 %, L share 6.9 %
Attenuation length: 67.5 um; n sigma t: 11.482
MAIN transmission T: 1.031e-05 = 0.00103 %
T at 60 degree tilt: 1.063e-10
T with weaker (2/3) exchange: 1.501e-05
Coherent: 38.73 barn; Compton bound: 9.31 barn; T with both: 8.563e-06
(v/c)^2 scale: 2.42 %; T factor if sigma shifts so: 1.320
Wavelength: 0.15498 nm; line phase: 0.03053 rad
Order efficiencies 1, 2: 8.063e-05, 1.181e-05
Second-order rate: 1.218e-03 s^-1; time for counts: 8.212e+06 s = 95.1 days
--- 17.5 keV: omega 643.11 Ha, k 33.144 bohr^-1, nu 0.4133, Coulomb factor 0.15387
K formula: 255.9 barn; K numerical: 265.2 barn
Hand total: 276.0 barn; hand T: 3.437e-01
Numerical total: 285.9 barn; K share 92.7 %, L share 6.7 %
Attenuation length: 700.3 um; n sigma t: 1.107
MAIN transmission T: 3.306e-01 = 33.1 %
T at 60 degree tilt: 1.093e-01
T with weaker (2/3) exchange: 3.410e-01
Coherent: 13.86 barn; Compton bound: 9.31 barn; T with both: 3.023e-01
(v/c)^2 scale: 6.14 %; T factor if sigma shifts so: 1.070
Wavelength: 0.07085 nm; line phase: 0.01396 rad
Order efficiencies 1, 2: 1.685e-05, 2.468e-06
Second-order rate: 8.159e+00 s^-1; time for counts: 1.226e+03 s = 0.0142 days
--- Comparison and grating
Transmission ratio 17.5/8.0 keV: 3.206e+04
Diffraction efficiency ratio: 0.2090
Net signal gain: 6.701e+03
Mean power q in sigma ~ E^-q: 2.989
Best energy for E^-2 T: 20.83 keV
Signal at 17.5 keV relative to best: 0.895
Pitch, width, height: 32, 12, 100 nm
Incident flux: 1.0e+07 s^-1; wanted counts: 10000
Order ratio I2/I1: 0.1464; its error: 1.07 %
Statistical width error: 0.0226 nm
T at 24 keV: 0.6587
Transmitted 24/8 keV photons, 1e-4 harmonic at entry: 6.39
checks complete
```
